Inversion in the Buck-Sukumar Model with Intensity-Dependent Coupling

**Problem**

A two-level atom with ground state |g⟩ and excited state |e⟩ sits in a lossless cavity and couples to one field mode. The coupling grows with the number of photons present. The model Hamiltonian is

H = ħω N + ½ħω₀ σ_z + ħg (σ₊ R + R† σ₋),

N = a†a, R = a√N.

Here σ_z = |e⟩⟨e| − |g⟩⟨g|, σ₊ = |e⟩⟨g|, σ₋ = |g⟩⟨e| and g > 0. The operator √N multiplies the photon-number state |n⟩ by √n. Replacing R by a would give the ordinary Jaynes-Cummings model.

The atom starts in |e⟩ and the field in a coherent state |α⟩ with mean photon number n̄ = |α|². Take resonance, ω₀ = ω, except in part (d).

(a) At what angular frequencies does population move between |e⟩ and |g⟩?

(b) Find the inversion W(t) = ⟨σ_z⟩ without an infinite sum.

(c) Does the inversion repeat, and if so, after what time? Does the state repeat too?

(d) What changes when ω₀ ≠ ω, and how large may g be?

For numbers, use the round model parameters ħω = 2 eV, ħg = 1 meV and n̄ = 9.

**A tempting solution**

In the Jaynes-Cummings model, an excited atom with n photons exchanges population at the angular frequency 2g√(n+1). Now the coupling is intensity dependent. There are n photons, so g becomes g√n, and the frequency should be

2g√n √(n+1) = 2g√(n(n+1)).

For large n the root is close to n + ½. With τ = 2gt and the photon probabilities P_n of the coherent state, the inversion would be

W(t) ≈ Σ P_n cos((n+½)τ) = exp[−n̄(1−cos τ)] cos(½τ + n̄ sin τ).

At t = π/g, where τ = 2π, this equals cos π = −1: the atom is in its ground state. At t = 2π/g it equals +1. The conclusion would be that the inversion repeats with period 2π/g, at least approximately.

**Where it fails**

Apply the argument to an atom that starts in |g⟩ with n+1 photons. In the Jaynes-Cummings model this state belongs to the same pair as |e,n⟩ and oscillates at the same frequency, 2g√(n+1). But now n+1 photons are present, so g would become g√(n+1), and the frequency would be 2g(n+1). One pair of states cannot have two different exchange frequencies: the coupling is a single matrix element, and its reverse is the complex conjugate. "The number of photons present" is therefore ambiguous, because the number changes during the transition.

The Hamiltonian removes the ambiguity by its operator order. In σ₊a√N, the factor √N acts first, before the photon is absorbed, and sees n+1 photons. In the reverse process R† = √N a†, and √N acts last, after the photon has been emitted. It again sees n+1 photons. The tempting solution used n in place of n+1.

Its frequencies belong to a different model, with √N a in place of a√N:

√N a |n+1⟩ = √(n+1) √N |n⟩ = √(n(n+1)) |n⟩.

In that model an excited atom in an empty cavity does not emit at all, since the matrix element vanishes for n = 0.

There is a second fault. Replacing √(n(n+1)) by n+½ cannot prove that anything repeats exactly. The difference is

(n+½) − √(n(n+1)) = ¼ / [(n+½) + √(n(n+1))],

because (n+½)² − n(n+1) = ¼. It is small for large n, but it multiplies the time, so the phase error grows. With the unapproximated frequencies of the other model, the inversion is −0.995 at π/g and 0.980 at 2π/g. As shown below, the model actually posed has inversion +1 at both times.

**Solution**

**(a) The exchange frequencies**

From a|n⟩ = √n |n−1⟩ and a†|n⟩ = √(n+1) |n+1⟩,

R |n+1⟩ = a √(n+1) |n+1⟩ = (n+1) |n⟩,

R† |n⟩ = √N √(n+1) |n+1⟩ = (n+1) |n+1⟩.

The two interaction terms therefore act as

σ₊R |g,n+1⟩ = (n+1) |e,n⟩,

R†σ₋ |e,n⟩ = (n+1) |g,n+1⟩.

The pair |e,n⟩, |g,n+1⟩ is closed under H for each n = 0, 1, 2, … The remaining state, |g,0⟩, is uncoupled because R|0⟩ = 0. This block structure expresses the conservation of the excitation number

K = N + |e⟩⟨e|,

which equals n+1 for both members of the pair and 0 for |g,0⟩.

Write λ_n = g(n+1) and Δ = ω₀ − ω. The diagonal energies of the pair are

⟨e,n|H|e,n⟩ = ħωn + ½ħω₀,

⟨g,n+1|H|g,n+1⟩ = ħω(n+1) − ½ħω₀.

Their mean is ħω(n+½), and half their difference is ½ħ(ω₀−ω) = ½ħΔ. The off-diagonal element is ħλ_n. A symmetric 2×2 matrix has eigenvalues equal to the mean of the diagonal elements, plus or minus the root of (half difference)² + (off-diagonal element)². Hence

E±(n) = ħω(n+½) ± ½ħΩ_n,

Ω_n = √(Δ² + 4g²(n+1)²).

At resonance Δ = 0 and

Ω_n = 2g(n+1).

To see that this is the frequency of population exchange, write the state of one pair as

|ψ⟩ = e^(−iω(n+½)t) [c_e |e,n⟩ + c_g |g,n+1⟩].

The common phase removes the equal diagonal energies, and the Schrödinger equation becomes

i dc_e/dt = λ_n c_g,

i dc_g/dt = λ_n c_e.

Differentiate the first equation and insert the second:

d²c_e/dt² = −iλ_n dc_g/dt = −iλ_n(−iλ_n c_e) = −λ_n² c_e.

The atom starts excited, so c_e(0) = 1 and c_g(0) = 0. The first equation then gives dc_e/dt = 0 at t = 0. The solution is

c_e = cos(λ_n t),

c_g = (i/λ_n) dc_e/dt = −i sin(λ_n t).

The inversion of this pair is

W_n(t) = |c_e|² − |c_g|² = cos²(λ_n t) − sin²(λ_n t) = cos(2g(n+1)t).

If "Rabi frequency" means the frequency of the populations, the Rabi frequencies are the even integer multiples 2g, 4g, 6g, … of g. If it means the frequency of the amplitudes, they are g, 2g, 3g, … Both are integer multiples of g, and both statements need resonance.

For ħg = 1 meV the splittings ħΩ_n for n = 0, 1, 2, 3 are 2, 4, 6 and 8 meV. The Jaynes-Cummings values 2ħg√(n+1) are 2, 2.83, 3.46 and 4 meV. The first splitting is the same in both models, because √N = 1 when one photon is present. After that the splittings of the present model (labelled Buck-Sukumar in the program) grow in equal steps, while the Jaynes-Cummings steps shrink.

**(b) The inversion for a coherent field**

The initial state is

|e,α⟩ = Σ C_n |e,n⟩, with C_n = e^(−n̄/2) αⁿ/√(n!).

Each term evolves inside its own pair. The operator σ_z does not connect different pairs, so there are no cross terms, and the pairs contribute with weights

P_n = |C_n|² = e^(−n̄) n̄ⁿ/n!.

With τ = 2gt,

W(t) = Σ P_n cos((n+1)τ) = Re S,

S = Σ P_n e^(i(n+1)τ) = e^(iτ) e^(−n̄) Σ (n̄e^(iτ))ⁿ/n!.

The last sum is the exponential series of n̄e^(iτ), which converges for every τ. Therefore

S = e^(iτ) exp(−n̄ + n̄e^(iτ)).

Insert e^(iτ) = cos τ + i sin τ in the exponent and separate the real and imaginary parts:

S = exp[−n̄(1−cos τ)] exp[i(τ + n̄ sin τ)].

The real part is the required result:

W(t) = exp[−n̄(1−cos τ)] cos(τ + n̄ sin τ), τ = 2gt.

For n̄ = 0 it reduces to cos(2gt), the oscillation of an excited atom in an empty cavity. At t = 0 it equals 1, as it must.

The first factor is an envelope and the second an oscillation. Near t = 0, sin τ ≈ τ, so the phase of the cosine is (n̄+1)τ = 2g(n̄+1)t. For n̄ = 9 this is an angular frequency of 20 meV/ħ, with a period of 0.207 ps.

The envelope has fallen to 1/e when n̄(1−cos τ) = 1, that is, when

cos τ = 1 − 1/n̄.

This has a solution only for n̄ ≥ ½; a weaker field never brings the envelope down to 1/e. For n̄ = 9, cos τ = 8/9 and t = 0.157 ps. When n̄ is large, τ is small at this point and 1−cos τ ≈ τ²/2 = 2g²t². The condition becomes 2n̄g²t² = 1, or

t ≈ 1/(g√(2n̄)),

which gives 0.155 ps here. For n̄ = 9 both times are shorter than the initial oscillation period, so the envelope falls to 1/e before one oscillation is complete. This order reverses in stronger fields, because the collapse time shrinks as 1/√n̄ and the period as 1/(n̄+1): for n̄ = 40 they are 0.074 ps and 0.050 ps.

The collapse is dephasing, not loss. The photon number of a coherent state has standard deviation √n̄, so the frequencies 2g(n+1) have standard deviation 2g√n̄. The cosines in the sum drift out of step on a time of order 1/(g√n̄).

**(c) What repeats, and when**

The result for W depends on t only through cos τ and sin τ and through the cosine of a phase that contains τ once. Increasing τ by 2π leaves all of it unchanged, so the inversion repeats after

T = π/g.

No shorter period exists when n̄ > 0. A period would have to bring W back to its initial value 1. Since the P_n are positive and add up to 1, this requires every cosine in Σ P_n cos((n+1)τ) to equal 1. The n = 0 term alone requires τ to be a multiple of 2π. For n̄ = 0 only that term is present, and the conclusion is the same. (With exactly n photons in the initial field, the inversion is a single cosine and repeats after T/(n+1), which is shorter than T for n ≥ 1.)

For ħg = 1 meV, T = π × ħ/(1 meV) = 2.068 ps. Some values within one period are:

t = T/10: W = exp[−9(1−cos 0.2π)] cos(0.2π + 9 sin 0.2π) = 0.167

t = T/4: W = e^(−9) cos(π/2 + 9) = −5.1 × 10⁻⁵

t = T/2: W = e^(−18) cos π = −1.5 × 10⁻⁸

t = T: W = 1

The inversion is also symmetric about the middle of the period. Under τ → 2π − τ the envelope is unchanged, and the phase τ + n̄ sin τ becomes 2π minus itself, which has the same cosine. Accordingly W = −0.643 at both 0.05T and 0.95T.

In the interaction picture, where the phases produced by the uncoupled atom and field are removed, the state does not return at T when n̄ > 0. (Keeping those phases multiplies the field amplitude by a further factor e^(−iωt).) At T each pair has c_e = cos(π(n+1)) = (−1)^(n+1) and c_g = 0. Since (−1)ⁿαⁿ = (−α)ⁿ,

|ψ(T)⟩ = Σ C_n (−1)^(n+1) |e,n⟩ = −|e,−α⟩.

The atom is fully excited again, but the field amplitude has changed sign. The overlap of the two coherent states is

⟨α|−α⟩ = e^(−n̄) Σ (−n̄)ⁿ/n! = e^(−2n̄),

which is 1.5 × 10⁻⁸ for n̄ = 9. The new field state is almost orthogonal to the old one, although the inversion cannot tell them apart. A second period changes the sign of α again, so in the interaction picture the state returns at 2T.

The repetition of the inversion does not depend on the initial state. Let V be the interaction term of H. It exchanges the members of a pair with the factor ħg(n+1), so applying it twice gives

V² = (ħg)² K².

This also holds for |g,0⟩, where both sides vanish. The eigenvalues of V in a pair are thus ±ħgK. At t = T both acquire the same phase factor, e^(∓iπK) = (−1)^K, because K is an integer. The interaction-picture evolution over one period is therefore the operator (−1)^K. At resonance the uncoupled part of H is

ħωN + ½ħωσ_z = ħω(K − ½),

which commutes with V. The complete evolution over T is then a function of K alone. Since σ_z commutes with K, ⟨σ_z⟩ at t + T equals ⟨σ_z⟩ at t for any initial state, including one in which atom and field are entangled.

The Jaynes-Cummings model behaves differently. Near the mean photon number, its neighbouring frequencies 2g√(n+1) differ by about g/√n̄. Neighbouring terms are back in step when this difference has produced a phase of 2π, at t ≈ 2π√n̄/g = 12.4 ps. Because the spacing varies with n, the terms do not all realign together. Between half and one and a half times this estimate, the inversion computed for n̄ = 9 reaches at most 0.57, at 13.1 ps. Evaluating the spacing as g/√(n̄+1) moves the estimate to 12.4 × √(10/9) = 13.1 ps. The closeness to the peak position should not be read as three-figure accuracy: the largest value is one crest of a fast oscillation of period about π/(g√(n̄+1)) = 0.65 ps, so it locates the revival only to within a few tenths of a picosecond.

**Two other initial conditions**

Suppose the atom starts in |g⟩ and the field in |α⟩. The state |g,n⟩ with n ≥ 1 belongs to the pair with K = n, so its inversion is −cos(2gnt). The uncoupled state |g,0⟩ has inversion −1, which is the same expression at n = 0. The sum is the previous one without the factor e^(iτ), and with the opposite sign:

W(t) = −exp[−n̄(1−cos τ)] cos(n̄ sin τ).

Next, let the atom start in |e⟩ and the field be thermal, with P_n = (1−q)qⁿ and q = n̄/(1+n̄). Now the series is geometric:

W(t) = (1−q) Re [e^(iτ) Σ (qe^(iτ))ⁿ] = (1−q) Re [e^(iτ)/(1 − qe^(iτ))].

Multiply numerator and denominator by 1 − qe^(−iτ). The numerator becomes e^(iτ) − q, and the denominator becomes 1 − 2q cos τ + q². Hence

W(t) = (1−q)(cos τ − q)/(1 − 2q cos τ + q²).

The period is again π/g. At mid-period cos τ = −1, and

W(T/2) = −(1−q)(1+q)/(1+q)² = −(1−q)/(1+q) = −1/(2n̄+1).

For n̄ = 2 this is −0.2. The coherent field gives −e^(−2n̄) at the same moment, which is much closer to zero when n̄ is large.

**(d) Detuning and the size of g**

For Δ ≠ 0, subtract the mean energy from the 2×2 block. What remains is ½ħM, where M has diagonal elements Δ and −Δ and off-diagonal elements 2λ_n. Multiplication gives M² = Ω_n² times the unit matrix, so the exponential series separates into even and odd powers:

exp(−iMt/2) = cos(Ω_n t/2) − i(M/Ω_n) sin(Ω_n t/2).

Starting from |e,n⟩, the probability of finding the atom in |g⟩ is

|c_g|² = (4λ_n²/Ω_n²) sin²(Ω_n t/2).

Use W_n = 1 − 2|c_g|² and 2 sin²(x/2) = 1 − cos x. Since Ω_n² − 4λ_n² = Δ²,

W_n(t) = [Δ² + 4g²(n+1)² cos(Ω_n t)]/Ω_n².

The coherent-state inversion is Σ P_n W_n, and for n̄ > 0 it has no period. Suppose it had a period t*. Then W(t*) = W(0) = 1, which requires cos(Ω_n t*) = 1 for every n, so every Ω_n is an integer multiple of 2π/t*. The second differences Ω_(n+2) − 2Ω_(n+1) + Ω_n would be integer multiples of it as well. But Ω_n is the function f(x) = √(Δ² + 4g²x²) taken at x = n+1, and

f″(x) = 4g²Δ²/f(x)³.

This is positive and tends to zero for large x, and so do the second differences. Positive integer multiples of a fixed number cannot tend to zero, so t* does not exist. With ħΔ = 2 meV and the other parameters unchanged, the inversion at π/g is 0.93 instead of 1.

The size of g is limited too. At resonance the lower level of each pair is

E₋(n) = ħω(n+½) − ħg(n+1) = ħ(ω−g)(n+1) − ½ħω.

For g < ω these levels rise with n, and the lowest state is |g,0⟩ with energy −½ħω. For g > ω they fall without limit, and the model has no ground state. At g = 1.2ω, keeping 20 photon-number states gives a lowest level of −4.3ħω, and keeping 40 gives −8.3ħω: the result follows the cut-off instead of converging.

A stricter condition comes from the form of H, which contains no terms that create or destroy two excitations together. Omitting them is reasonable when the coupling is much smaller than the optical frequency for the photon numbers that matter, g(n̄+1) ≪ ω. Here the two sides are 10 meV and 2000 meV. Adding the omitted terms ħg(σ₊R† + Rσ₋) changes W by at most about 5 × 10⁻⁴ over two periods at these parameters, but by about 0.05 at ω = 200g and 0.6 at ω = 50g. The bound g < ω also belongs to the Hamiltonian without these terms. With them, at resonance, the lowest level is stable against the cut-off at g = 0.45ω but already follows the cut-off at g = 0.55ω. Cavity loss and spontaneous emission into other modes have also been left out, so the revivals found here describe a system in which both are negligible over the times considered.

The numerical output below compares the closed form with diagonalization of H in a space of 60 photon-number states. Over two periods the largest absolute difference in W is about 10⁻¹⁰.

Computed results

```
mode energy = 2.0 eV, coupling hbar*g = 1.0 meV
mean photon number = 9, Fock states kept = 60
doublet splittings (meV): n, Buck-Sukumar, Jaynes-Cummings, wrong order
  0  2.0000  2.0000  0.0000
  1  4.0000  2.8284  2.8284
  2  6.0000  3.4641  4.8990
  3  8.0000  4.0000  6.9282
period pi/g = 3.14159 hbar/meV = 2.0678 ps
initial oscillation rate = 20.0 meV/hbar
initial oscillation period = 0.2068 ps
1/e collapse time, exact = 0.1566 ps
1/e collapse time, Gaussian estimate = 0.1551 ps
inversion: t/T, t (ps), closed form, diagonalization
  0.00  0.0000  1  1
  0.02  0.0414  0.2905  0.2905
  0.05  0.1034  -0.643  -0.643
  0.10  0.2068  0.1675  0.1675
  0.25  0.5170  -5.086e-05  -5.086e-05
  0.50  1.0339  -1.523e-08  -1.523e-08
  0.95  1.9644  -0.643  -0.643
  1.00  2.0678  1  1
largest deviation over two periods, full H = 1.1e-10
largest deviation over two periods, coupling only = 8.7e-15
overlap with |e,-alpha> at T, real part = -1.000000
size of overlap with initial state at T = 1.5e-08
thermal field, mean photon number = 2
thermal inversion at T/2 = -0.200000
detuning = 2.0 meV, inversion at T = 0.9346
wrong order, inversion at T and 2T = -0.9946, 0.9796
Jaynes-Cummings revival estimate = 12.407 ps
Jaynes-Cummings largest inversion in first revival = 0.5739
  reached at 13.142 ps
lowest level / mode energy for 20 and 40 Fock states:
  g/w = 0.8: -0.500, -0.500
  g/w = 1.2: -4.300, -8.300
```
